# The elastic strain at which a cracked oxide scale begins to fail

## Problem

An oxide scale contains a flat crack of length $2a$, with $a=1$ µm. The crack lies inside the oxide and its straight front is long compared with $a$. The scale is pulled by a uniform tension $\sigma$ normal to the crack, with no other remote stress. The oxide is linear elastic and isotropic, with Young modulus $E=200$ GPa, Poisson ratio $\nu=0.28$ and toughness $K_c=1$ MPa$\sqrt{\text{m}}$. All boundaries of the oxide are far from the crack tips. At what remote elastic strain does the crack begin to grow?

Let $y$ be the load direction, $x$ the direction along the crack and across the scale, and $z$ the direction of the front. The stress intensity is

$$K=\lim_{r\to0}\sqrt{2\pi r}\,\sigma_{yy},$$

where $r$ is the distance ahead of a tip. Growth begins when $K=K_c$.

## A tempting solution

Opening the crack releases, per unit length of front, the energy

$$U=\frac{\pi\sigma^2a^2}{E'} .$$

Here $E'=E$ in plane stress and $E'=E/(1-\nu^2)$ in plane strain. The energy needed to make unit area of crack is $G_c=K_c^2/E'$. It seems natural to differentiate $U$ with respect to the crack size $a$ and to set the result equal to $G_c$:

$$\frac{dU}{da}=\frac{2\pi\sigma^2a}{E'}=\frac{K_c^2}{E'}
\quad\Rightarrow\quad \sigma=\frac{K_c}{\sqrt{2\pi a}} .$$

Dividing by $E$ gives

$$\varepsilon=\frac{10^6}{(2\times10^{11})\sqrt{2\pi\times10^{-6}}}=0.199\ \text{percent}.$$

## Where it fails

The expressions for $U$ and $G_c$ are both correct; they are derived below. The fault is in the derivative. When the half-length grows by $da$, both tips advance, and the new crack area per unit length of front is $2\,da$. The energy released per unit area is therefore

$$G=\frac{dU}{d(2a)}=\frac12\frac{dU}{da}.$$

The tempting solution sets the energy released by two advancing tips against the cost of only one. Its stress is too low by a factor $\sqrt2$.

## Solution from the stress field

**Superposition.** Without a crack, the body carries $\sigma_{yy}=\sigma$ everywhere. To free the crack faces of this traction, add a second problem in which a pressure $\sigma$ pushes the faces apart and there is no remote load. The second problem is symmetric about $y=0$. There is then no shear stress on that plane, and the normal displacement $v$ vanishes outside the crack. The upper half of the body is a half-plane $y>0$ under a surface pressure $p(x)$, with $p=\sigma$ for $|x|<a$ and $v=0$ for $|x|>a$.

**One harmonic of pressure.** For a pressure $p_0\cos kx$ with $k>0$, take the Airy function

$$\phi=\frac{p_0}{k^2}(1+ky)e^{-ky}\cos kx .$$

The stresses $\sigma_{xx}=\phi_{yy}$, $\sigma_{yy}=\phi_{xx}$ and $\sigma_{xy}=-\phi_{xy}$ satisfy equilibrium identically. Compatibility requires $\nabla^4\phi=0$, that is, $(d^2/dy^2-k^2)^2$ must annihilate the $y$-dependent factor. It does, because $e^{-ky}$ and $ye^{-ky}$ belong to its double root $-k$. Differentiation gives

$$\sigma_{yy}=-p_0(1+ky)e^{-ky}\cos kx,$$

$$\sigma_{xx}=-p_0(1-ky)e^{-ky}\cos kx,$$

$$\sigma_{xy}=-p_0\,ky\,e^{-ky}\sin kx .$$

At $y=0$ the shear vanishes and $\sigma_{yy}=-p_0\cos kx$, as required.

In plane stress $\varepsilon_{yy}=(\sigma_{yy}-\nu\sigma_{xx})/E$. The displacement vanishes at great depth, so the surface displacement is $v=-\int_0^\infty\varepsilon_{yy}\,dy$. Since

$$\int_0^\infty(1+ky)e^{-ky}dy=\frac2k,\qquad \int_0^\infty(1-ky)e^{-ky}dy=0,$$

the result is

$$v=\frac{2p_0}{E'k}\cos kx .$$

In plane strain $\varepsilon_{yy}=[(1-\nu^2)\sigma_{yy}-\nu(1+\nu)\sigma_{xx}]/E$. The second term again integrates to zero, which leaves the same formula with $E'=E/(1-\nu^2)$. For the Fourier transforms of pressure and displacement,

$$\hat p(k)=\tfrac12E'k\,\hat v(k).$$

**The opening.** Try $v=C\sqrt{a^2-x^2}$ inside the crack and zero outside. Integrating by parts, and then setting $x=a\sin\theta$,

$$k\hat v=k\int_{-a}^{a}v\cos kx\,dx=-\int_{-a}^{a}v'\sin kx\,dx
=C\int_{-\pi/2}^{\pi/2}a\sin\theta\,\sin(ka\sin\theta)\,d\theta .$$

The pressure is $p(x)=\frac1\pi\int_0^\infty\hat p\cos kx\,dk$. To make this integral converge, replace $\cos kx$ by the real part of $e^{-ks}$ with $s=\eta-ix$, and let $\eta\to0^+$ at the end. Then $p=\tfrac12E'C\,\mathrm{Re}\,I(s)$. With $\int_0^\infty e^{-ks}\sin kb\,dk=b/(s^2+b^2)$,

$$I(s)=\frac1\pi\int_{-\pi/2}^{\pi/2}\frac{a^2\sin^2\theta}{s^2+a^2\sin^2\theta}\,d\theta
=1-\frac{s^2}{\pi}\int_{-\pi/2}^{\pi/2}\frac{d\theta}{s^2+a^2\sin^2\theta}.$$

The substitution $t=\tan\theta$ turns the last integral into

$$\int_{-\infty}^{\infty}\frac{dt}{s^2+(s^2+a^2)t^2}=\frac{\pi}{s\sqrt{s^2+a^2}},$$

so that

$$I(s)=1-\frac{s}{\sqrt{s^2+a^2}} .$$

This holds for real $s>0$ and continues to complex $s$ with positive real part.

Inside the crack, $s\to-ix$ makes the fraction imaginary, so $\mathrm{Re}\,I=1$. The pressure is uniform, $p=\tfrac12E'C$, and the condition $p=\sigma$ gives $C=2\sigma/E'$.

Outside, for $x>a$, the quantity $s^2+a^2$ approaches the negative real axis from below. Its root tends to $-i\sqrt{x^2-a^2}$, and $\mathrm{Re}\,I=1-x/\sqrt{x^2-a^2}$. The second problem thus contributes the stress $-p=-\sigma\,\mathrm{Re}\,I$. Adding the uniform tension,

$$\sigma_{yy}=\sigma-p=\frac{\sigma x}{\sqrt{x^2-a^2}}\qquad(x>a,\ y=0).$$

This tends to $\sigma$ far away and diverges at the tip.

**Stress intensity and strain.** With $x=a+r$,

$$K=\lim_{r\to0}\sqrt{2\pi r}\,\frac{\sigma(a+r)}{\sqrt{r(2a+r)}}=\sigma\sqrt{\pi a}.$$

The elastic constants have dropped out. Setting $K=K_c$ gives the critical stress $\sigma_c$. The remote stress is uniaxial, so Hooke's law there gives $\varepsilon_c=\sigma_c/E$, with $E$ and not $E'$, even though the disturbance around a long front is one of plane strain:

$$\boxed{\;\varepsilon_c=\frac{K_c}{E\sqrt{\pi a}}\;}$$

For the given values $\sqrt{\pi a}=1.7725\times10^{-3}\ \sqrt{\text{m}}$, and

$$\sigma_c=\frac{1\ \text{MPa}\sqrt{\text m}}{1.7725\times10^{-3}\sqrt{\text m}}=564\ \text{MPa},\qquad
\varepsilon_c=\frac{564\ \text{MPa}}{200\,000\ \text{MPa}}=0.28\ \text{percent}.$$

The critical stress equals $0.0035$ eV/Å$^3$. The equations contain no quantum constants and keep their form in atomic units.

## The energy argument repaired

Hold the faces closed with tractions $\sigma$, then reduce these slowly to zero at fixed remote load. The traction falls linearly as the gap grows to $2v$, so the energy released is

$$U=\frac12\,\sigma\int_{-a}^{a}2v\,dx
=\sigma\,\frac{2\sigma}{E'}\,\frac{\pi a^2}{2}=\frac{\pi\sigma^2a^2}{E'} .$$

Differentiation with respect to the full length gives

$$G=\frac{dU}{d(2a)}=\frac{\pi\sigma^2a}{E'}=\frac{K^2}{E'} .$$

The energy and stress criteria now agree. In plane strain $E'=217$ GPa, and at the onset $G=4.6$ J/m$^2$, or $0.29$ eV/Å$^2$. The gap at the centre of the crack is then $2v(0)=4\sigma_ca/E'=10.4$ nm.

At fixed $\sigma$, $K$ grows as $\sqrt a$. Once growth has begun it therefore continues without further load, as long as the crack remains far from boundaries. With $K_c$ and $E$ held fixed, a half-length of 0.25 µm gives a critical strain of 0.56 percent, and one of 4 µm gives 0.14 percent.

## A second case: a circular crack

If the crack is a disc of radius $a$, its front is not long and the result changes. Let $\rho$ be the distance from its centre, and try $v=C\sqrt{a^2-\rho^2}$. Each plane wave of pressure on the surface is a plane-strain problem, so $\hat p=\tfrac12E'k\hat v$ still holds. To find the transform, integrate first across the wave direction, which gives $\tfrac{\pi}{2}C(a^2-x^2)$, and then along it:

$$\hat v=\frac{\pi C}{2}\int_{-a}^{a}(a^2-x^2)\cos kx\,dx=\frac{2\pi C}{k^3}(\sin ka-ka\cos ka).$$

Inverting over all wave directions $\varphi$, with $u=\rho\cos\varphi$,

$$p(\rho)=\frac{E'C}{4\pi}\int_0^{2\pi}d\varphi\int_0^\infty\left(\frac{\sin ka}{k}-a\cos ka\right)\cos ku\,dk .$$

Inside the crack $|u|<a$. The first term of the $k$ integral then gives $\pi/2$, and the second, damped as before, gives zero. Hence $p=\pi E'C/4$, which is uniform, and $p=\sigma$ requires $C=4\sigma/(\pi E')$.

Close to a smooth front the deformation is locally that of a straight crack in plane strain. There the same coefficient $C$ gave $K=\tfrac12E'C\sqrt{\pi a}$. For the disc this becomes

$$K=\frac{2}{\pi}\,\sigma\sqrt{\pi a}=2\sigma\sqrt{\frac a\pi}.$$

The critical strain is larger by a factor $\pi/2$, which makes it 0.44 percent.

## What a real scale changes

The parameters are round values and describe no particular oxide. For a crack of the same length in another oxide, the critical strain scales as $K_c/E$. A scale 10 µm thick with the crack at mid-depth serves for the estimates below. Each changes one assumption and keeps the other values fixed.

- **Stress state.** A bonded oxide follows the sideways contraction of the metal. Its in-plane stress is uniaxial if the metal stays elastic and the two Poisson ratios are equal. Many metals yield below 0.28 percent strain, and their contraction ratio then rises towards 0.5. At a ratio of 0.5 the oxide is compressed along $z$; $\varepsilon_c$ is multiplied by $(1-\nu^2)/(1-\nu/2)$ and becomes 0.30 percent. This is the limit of a fully plastic metal. If the metal has elastic ratio 0.28, yields at 0.1 or 0.2 percent and flows without hardening, its overall ratio is only about 0.42 or 0.35 when the oxide cracks, and $\varepsilon_c$ is 0.295 or 0.288 percent. A stress $\sigma_{zz}$ puts no traction on the crack faces and leaves $K$ unchanged, but it alters the strain. For $\sigma_{zz}=\sigma$, $\varepsilon_c$ is multiplied by $1-\nu$ and becomes 0.20 percent. If strain along $z$ is prevented, $\sigma_{zz}=\nu\sigma$; the factor is $1-\nu^2$, and the result is 0.26 percent.
- **Cooling.** Suppose that a thick metal contracts more than the oxide by $10^{-6}$ per K during cooling by 600 K, and that the mismatch is taken up elastically. The oxide then carries an equal biaxial stress $-E(6\times10^{-4})/(1-\nu)=-167$ MPa. The load must cancel this first, so the applied strain at cracking is $(564+167)/200\,000$, or about 0.37 percent, provided the metal stays elastic under the load with the same Poisson ratio; a yielding metal raises this towards 0.39 percent. The mismatch chosen is small. Alumina or chromia on steels commonly have several times $10^{-6}$ per K, and $5\times10^{-6}$ per K, if taken up elastically, gives $-833$ MPa and 0.70 percent. A metal that contracts less would reverse the sign of the shift.
- **Flow at the tip.** The elastic stress $K_c/\sqrt{2\pi r}$ reaches an assumed flow stress of 3 GPa at $r=18$ nm. Adding this length to $a$ lowers the critical strain by about 1 percent of its value. This equates $\sigma_{yy}$ with the flow stress, which is a plane-stress estimate. In plane strain the von Mises condition is met only about 4 nm ahead of the tip, and the same correction is then about 0.2 percent.
- **The free surface.** It lies at $x=5a$. On the crack line the harmonic stresses have $\sigma_{xx}=\sigma_{yy}$, so the infinite-body solution leaves a traction $(5/\sqrt{24}-1)\sigma$ there, about 2 percent of the applied stress. This indicates the size of the neglected correction but is not its value. The metal interface, with its different stiffness, needs a separate calculation.

For these numbers the crack shape, the cooling stress and a biaxial or constrained stress state matter far more than the flow zone, while a metal that has only just yielded shifts the result by a few percent of its value. The figure of 0.28 percent belongs to a long, isolated crack under uniaxial tension, in an oxide that is free of stress before loading. At the oxidation temperature, creep and changes in $E$ and $K_c$ would also enter, and they are not included here.
